# Finding a grating's duty cycle from two diffraction orders

## Problem

A chrome-on-glass grating has a period \(P=10000\ \mathrm{nm}\). Red light of wavelength 633 nm arrives at normal incidence through the glass and leaves into air. The second diffraction order has one quarter of the intensity of the first:

\[
r=\frac{I_2}{I_1}=0.25 .
\]

What chrome line width does this imply? Would measuring the third, fourth and further orders make the answer more secure?

Treat the grating as thin and binary: the light at each point is multiplied by the local transmission, which is a complex number \(t_l\) on the lines and \(t_g\neq t_l\) in the gaps. The illumination is a plane wave covering many periods. The duty cycle is \(f=w/P\), where \(w\) is the width of a chrome line and \(0<f<1\). The intensity \(I_m\) means \(|c_m|^2\), where \(c_m\) is the amplitude of order \(m\) in the transmitted field.

## A tempting solution, which is wrong

Measure \(x\) in periods and put the centre of a line at \(x=0\). The order amplitudes are the Fourier coefficients of the transmission,

\[
c_m=\int_{-1/2}^{1/2}t(x)\,e^{-2\pi i m x}\,dx .
\]

Let \(L(x)\) equal 1 on a line and 0 in a gap. Then

\[
t(x)=t_g+(t_l-t_g)L(x).
\]

For \(m\neq0\) the constant \(t_g\) integrates to zero over a full period. Only the line contributes:

\[
\begin{aligned}
c_m&=(t_l-t_g)\int_{-f/2}^{f/2}e^{-2\pi i m x}\,dx\\
&=(t_l-t_g)\,\frac{e^{-i\pi m f}-e^{i\pi m f}}{-2\pi i m}
=(t_l-t_g)\,\frac{\sin(\pi m f)}{\pi m}.
\end{aligned}
\]

The unknown transmissions cancel from the ratio:

\[
r=\left[\frac{\sin(2\pi f)/(2\pi)}{\sin(\pi f)/\pi}\right]^2
=\left[\frac{2\sin(\pi f)\cos(\pi f)}{2\sin(\pi f)}\right]^2
=\cos^2(\pi f).
\]

The division is allowed because \(\sin(\pi f)\neq0\) for \(0<f<1\). Taking the square root gives \(\cos(\pi f)=0.5\), so \(\pi f=\pi/3\), \(f=1/3\), and the chrome width is 3333 nm.

A third-order measurement seems to offer confirmation. With \(f=1/3\), \(\sin(3\pi f)=\sin\pi=0\), so the third order should be dark. If it is dark, the width appears to be established.

## Where the fault lies

The derivation is sound as far as \(r=\cos^2(\pi f)\). The fault is in the square root. From \(\cos^2(\pi f)=0.25\) it follows that

\[
\cos(\pi f)=+\tfrac12\quad\text{or}\quad\cos(\pi f)=-\tfrac12 .
\]

The negative value is physically admissible: it means that the second-order amplitude has the opposite sign to the first-order amplitude, with the origin at a line centre. An intensity measurement does not record that sign.

The third-order check does not repair the mistake. It tests whether \(\sin(3\pi f)=0\), and this condition also holds at \(f=2/3\), where the sine is \(\sin 2\pi\).

## The right solution

As \(f\) runs from 0 to 1, the angle \(\pi f\) runs from 0 to \(\pi\), and its cosine decreases steadily from 1 to \(-1\). Each sign therefore gives one solution:

\[
\pi f=\frac{\pi}{3}\ \Rightarrow\ f=\frac13,
\qquad
\pi f=\frac{2\pi}{3}\ \Rightarrow\ f=\frac23 .
\]

The two possible chrome widths are

\[
w=\frac{10000\ \mathrm{nm}}{3}=3333\ \mathrm{nm}
\qquad\text{and}\qquad
w=\frac{2\times10000\ \mathrm{nm}}{3}=6667\ \mathrm{nm}.
\]

For any ratio \(0<r<1\), the same reasoning gives the pair

\[
f=\frac{1}{\pi}\arccos\sqrt r
\qquad\text{and}\qquad
f=1-\frac{1}{\pi}\arccos\sqrt r .
\]

### Why further nonzero orders cannot decide

Start with a grating of duty cycle \(f\) and exchange its lines and gaps. The new lines have width \(1-f\) and are centred at \(x=1/2\). Their indicator function is \(1-L(x)\), so the new transmission is

\[
t'(x)=t_g+(t_l-t_g)[1-L(x)]
=t_l-(t_l-t_g)L(x).
\]

The constant again contributes only to order zero. Every other coefficient has changed sign, \(c'_m=-c_m\). Moving the new line centre back to \(x=0\) multiplies order \(m\) by \(e^{i\pi m}=(-1)^m\), hence

\[
c_m(1-f)=(-1)^{m+1}c_m(f),\qquad m\neq0 .
\]

The factor has modulus one, so \(I_m(1-f)=I_m(f)\) for every nonzero order. This is the complementary-grating ambiguity. Within the thin model, adding more nonzero-order intensities can reduce random error, but it cannot choose between the two members of the pair.

### What the zero order adds

The zero order is the average transmission, \(c_0=(1-f)t_g+f t_l\). Its intensity is

\[
I_0(f)=(1-f)^2|t_g|^2+f^2|t_l|^2
+2f(1-f)\,\mathrm{Re}(t_g^*t_l).
\]

The last term is unchanged when \(f\) and \(1-f\) are exchanged. Subtraction leaves

\[
\begin{aligned}
I_0(f)-I_0(1-f)
&=[(1-f)^2-f^2]\,(|t_g|^2-|t_l|^2)\\
&=(1-2f)\,(|t_g|^2-|t_l|^2).
\end{aligned}
\]

The zero order therefore distinguishes two different complementary duty cycles when the transmissions of lines and gaps are known and their intensities differ. If the lines transmit appreciably and their phase relative to the gaps is unknown, the ratio \(I_0/I_1\) alone may not decide. The chrome lines considered here are nearly opaque, so this difficulty does not arise. For opaque lines and unit transmission in the gaps, both candidates have

\[
I_1=\frac{\sin^2(\pi/3)}{\pi^2}=\frac{0.75}{\pi^2}=0.0760,
\]

but their zero orders differ:

\[
\begin{aligned}
f=\tfrac13:&\quad I_0=\left(\tfrac23\right)^2=0.4444,
\quad \frac{I_0}{I_1}=5.85,\\
f=\tfrac23:&\quad I_0=\left(\tfrac13\right)^2=0.1111,
\quad \frac{I_0}{I_1}=1.46 .
\end{aligned}
\]

The grating with narrow chrome lines has twice the open width, hence four times the zero-order intensity. A measured \(I_0/I_1\) near 5.8 selects the 3333 nm line; one near 1.5 selects the 6667 nm line.

### A case in which the zero-order intensity also fails

Suppose the lines are transparent and only delay the light by a quarter of a cycle: \(t_g=1\), \(t_l=i\). Now \(|t_g|=|t_l|\), and the difference above vanishes. Explicitly,

\[
c_0\!\left(\tfrac13\right)=\frac{2+i}{3},
\qquad
c_0\!\left(\tfrac23\right)=\frac{1+2i}{3},
\]

and both have \(I_0=5/9=0.556\). No order intensity separates the candidates in this model.

Phase information can still do so. Consider

\[
Q=\frac{c_1c_{-1}}{c_0^2}.
\]

A sideways shift gives \(c_1\) and \(c_{-1}\) opposite phases, which cancel in the product. A phase common to all orders cancels between numerator and denominator. The product \(c_1c_{-1}\) is the same for both duty cycles, since each factor is unchanged when \(f=1/3\) is replaced by \(2/3\). The phases of \(c_0\) are \(\arctan(1/2)=26.57^\circ\) and \(\arctan 2=63.43^\circ\), so the phase of \(Q\) differs by \(2(63.43^\circ-26.57^\circ)\), or \(73.7^\circ\).

These phases must be referred to the grating plane. Over a distance \(z\) beyond it, orders \(\pm1\) gain less phase than order zero, and the phase of \(Q\) changes by \(-(4\pi z/\lambda)(1-\cos\theta_1)\), where \(\lambda\) is the wavelength and \(\theta_1\) is the angle of the first order. For the period and wavelength used here, an unrecorded distance of about 32 µm changes it by about \(73^\circ\), enough to make one candidate look like the other.

The sign of the phase step must also be known. Lines with \(t_l=-i\) and duty cycle \(f\) form the same pattern, apart from an overall phase and a shift, as lines with \(t_l=i\) and duty cycle \(1-f\).

## Sensitivity and limits

Differentiating \(r=\cos^2(\pi f)\) gives

\[
\frac{dr}{df}=-2\pi\cos(\pi f)\sin(\pi f)=-\pi\sin(2\pi f),
\qquad
\frac{df}{dr}=-\frac{1}{\pi\sin(2\pi f)} .
\]

At \(f=1/3\), \(\sin(2\pi f)=0.866\). If the measured ratio is too high by 0.01, the inferred width changes by

\[
\Delta w\approx-\frac{0.01\times10000\ \mathrm{nm}}{\pi\times0.866}
=-36.8\ \mathrm{nm}.
\]

At \(f=2/3\) the sine is negative and the change is \(+36.8\) nm. The two candidates move in opposite directions, and their sum remains one period.

At \(f=1/2\) the candidates merge and the second order vanishes. The linear formula fails there because \(dr/df=0\). Writing \(f=1/2+\delta\) gives \(r=\sin^2(\pi\delta)\approx\pi^2\delta^2\), so a small ratio fixes the size of the departure from equal lines and gaps but not its sign.

For very narrow lines, \(1-r=\sin^2(\pi f)\approx\pi^2f^2\). The ratio is then close to one and responds weakly to the width. The first-order intensity also falls, as \(|t_l-t_g|^2f^2\). The complementary limit, very narrow gaps, behaves in the same way with \(f\) replaced by \(1-f\).

## A chrome grating of finite thickness

The example uses rough typical values for a coarse chrome-on-glass test grating: chrome 100 nm thick with index \(3.1+3.3i\), on glass of index 1.5. Its period is large compared with the wavelength, which favours the thin model. The results below should not be carried over to gratings whose period is comparable with the wavelength. With these values a uniform chrome film transmits 0.08% of the intensity transmitted by a gap. Including this leakage changes the thin-model values of \(I_0/I_1\) only slightly, to 5.83 and 1.46.

Real lines have thickness and edges. Their effect was estimated by a coupled-wave solution of Maxwell's equations for vertical walls and the same materials. TE means that the electric field is parallel to the lines; TM means that the magnetic field is parallel to them. The calculated ratios are ratios of order powers:

| Polarization, \(f\) | \(I_2/I_1\) | \(I_0/I_1\) | Width error |
|---|---:|---:|---:|
| TE, 1/3 | 0.235 | 5.62 | +54 nm |
| TE, 2/3 | 0.266 | 1.43 | +57 nm |
| TM, 1/3 | 0.244 | 5.74 | +23 nm |
| TM, 2/3 | 0.256 | 1.46 | +23 nm |

The width error is the width inferred from the thin formula, on the correct branch, minus the true width. Increasing the highest retained order from 100 to 150 changed \(I_2/I_1\) by no more than about 0.0002, far less than the departures from 0.25. A change of 0.0002 in the ratio corresponds to about 0.8 nm in the inferred width, so the width errors should be read to within about 1 nm. The TE value at \(f=2/3\) is 57.5 nm with 150 orders and settles at 57.4 nm with 300 or more.

The power ratios also contain a geometrical factor. The first and second orders leave at \(3.63^\circ\) and \(7.27^\circ\), and the power carried through a plane parallel to the grating contains the cosine of the angle. For TE, where the thin-model amplitude is the electric field along the lines, this multiplies the power ratio by \(\cos7.27^\circ/\cos3.63^\circ=0.994\), taking 0.25 to 0.2485. At \(f=2/3\), where the calculated TE ratio exceeds 0.25, this factor acts against the departure. The TE departures are about ten times larger than this shift, so obliquity does not account for them. For TM the factor is 0.994 if the thin-model amplitude is taken as the magnetic field along the lines, and its inverse, 1.006, if it is taken as the tangential electric field. Either way the shift is about 0.0015, roughly a quarter of the TM departures.

The finite-thickness grating no longer gives equal ratios at \(f=1/3\) and \(f=2/3\): the complementary equality belongs to the thin model. This small difference does not by itself make one measured ratio sufficient, because the width is unknown. If the calculated TE errors are taken as constant over small changes of width, a ratio of 0.25 corresponds to true widths near 3280 nm and 6610 nm, still two candidates. The zero order continues to separate them clearly, with \(I_0/I_1\) above 5.6 for the narrow lines and below 1.5 for the wide ones at the calculated duty cycles.

Sloping walls, roughness, the far surface of the glass and detector errors are not included. The values behind these comparisons are listed in the numerical output.

## Values computed for the example and the checks

```
Period: 10000 nm
Wavelength: 633 nm
Chrome thickness: 100 nm
Chrome index (rough): 3.1 + 3.3i
Glass index (rough): 1.5
Given I2/I1: 0.25
Chrome/gap transmitted intensity: 0.000825
Duty cycle: 0.333333; chrome width: 3333.3 nm
  I1, opaque lines, unit gaps: 0.075991
  I2, opaque lines, unit gaps: 0.018998
  I3, opaque lines: 0.000000
  I0, opaque lines: 0.444444
  I0/I1, opaque lines: 5.849
  I0/I1, with chrome leakage: 5.830
  Width change for ratio +0.01: -36.8 nm
Duty cycle: 0.666667; chrome width: 6666.7 nm
  I1, opaque lines, unit gaps: 0.075991
  I2, opaque lines, unit gaps: 0.018998
  I3, opaque lines: 0.000000
  I0, opaque lines: 0.111111
  I0/I1, opaque lines: 1.462
  I0/I1, with chrome leakage: 1.458
  Width change for ratio +0.01: 36.8 nm
90 deg phase grating I0 at both duties: 0.555556, 0.555556
Phase-invariant difference: 73.74 deg
Angles of orders 1 and 2: 3.63, 7.27 deg
Obliquity power factor, order 2/order 1: 0.99395
TE, duty 0.3333: rigorous I2/I1 0.2354, I0/I1 5.616
  Apparent width error of thin formula: 54.3 nm
TE, duty 0.6667: rigorous I2/I1 0.2658, I0/I1 1.433
  Apparent width error of thin formula: 57.5 nm
TM, duty 0.3333: rigorous I2/I1 0.2439, I0/I1 5.744
  Apparent width error of thin formula: 22.6 nm
TM, duty 0.6667: rigorous I2/I1 0.2562, I0/I1 1.456
  Apparent width error of thin formula: 22.7 nm
Largest I2/I1 change with more orders: 0.00021
```
